# Spin-orbit constant of antibonding t2 orbitals: cancellation and reversal by heavy halides: test program

```python
"""
Result under test: the spin-orbit constant of the antibonding t2 shell of a
tetrahedral MX4 unit is
    zeta_eff = N^2 [zeta_d - B zeta_L],  B = sqrt(2) ls lp + lp^2/2,
    N^-2 = 1 + ls^2 + lp^2,
for psi = N (d - ls sigma - lp pi), sigma and pi being ligand p combinations
in phase with d. zeta_d, zeta_L: metal d and ligand p constants.
The doublet lies 3 zeta_eff/2 above the quartet.
For the octahedral t2g antibonding shell: N^2 [zeta_d + lp^2 zeta_L/2].
Atomic constants come from exchange-only LDA in a Gaussian radial basis.
The atomic part uses Hartree atomic units, the MX4 model uses eV.
"""
import numpy as np
from scipy.linalg import eigh
from scipy.integrate import cumulative_trapezoid
from scipy.constants import fine_structure, physical_constants

EV = physical_constants["Hartree energy in eV"][0]

# ---------- free atoms: spherical exchange-only LDA ----------
log_r = np.linspace(np.log(1e-5), np.log(50.0), 2500)
r = np.exp(log_r)
weight = r * (log_r[1] - log_r[0])
exponents = 0.03 * 2.2 ** np.arange(24)
pair_sum = exponents[:, None] + exponents
pair_product = exponents[:, None] * exponents
basis, overlap, kinetic = {}, {}, {}
for l in range(3):
    u = np.array([r ** (l + 1) * np.exp(-a * r * r) for a in exponents])
    basis[l] = u / np.sqrt((u * u) @ weight)[:, None]
    # closed Gaussian integrals, which include the region next to the nucleus
    overlap[l] = (2 * np.sqrt(pair_product) / pair_sum) ** (l + 1.5)
    kinetic[l] = (2 * l + 3) * pair_product / pair_sum * overlap[l]


def radial_states(l, potential):
    """Coefficients of all radial states of angular momentum l."""
    h = kinetic[l] + (basis[l] * weight * potential) @ basis[l].T
    return eigh(h, overlap[l])[1]


def fields(Z, density):
    """Hartree and exchange potentials, and dV/dr of the total potential."""
    charge = cumulative_trapezoid(density * r, log_r, initial=0)
    outer = cumulative_trapezoid(density, log_r, initial=0)
    hartree = charge / r + outer[-1] - outer
    n = density / (4 * np.pi * r * r)
    exchange = -np.cbrt(3 * n / np.pi)
    slope = (Z - charge) / r**2 + np.gradient(exchange, log_r) / r
    return hartree, exchange, slope


def spin_orbit_function(slope):
    return 0.5 * fine_structure**2 * slope / r


def solve_atom(Z, occupations, l_valence):
    """Returns valence u(r), xi(r), zeta (hartree) and virial ratio -V/T."""
    density = None
    potential = -(1 + (Z - 1) / (1 + 1.2 * np.cbrt(Z) * r) ** 2) / r
    converged = False
    for _ in range(500):
        new, t_sum = np.zeros_like(r), 0.0
        valence = None
        for l, occ in occupations.items():
            c = radial_states(l, potential)[:, :len(occ)]
            u = c.T @ basis[l]
            new += np.array(occ) @ (u * u)
            t_sum += np.array(occ) @ np.einsum("ik,ij,jk->k", c, kinetic[l], c)
            if l == l_valence:
                valence = u[-1]
        if density is not None and np.max(abs(new - density)) < 1e-7:
            converged = True
            break
        density = new if density is None else density + 0.3 * (new - density)
        hartree, exchange, _ = fields(Z, density)
        potential = -Z / r + hartree + exchange
    assert converged
    hartree, exchange, slope = fields(Z, new)
    v_sum = (new * (-Z / r + 0.5 * hartree + 0.75 * exchange)) @ weight
    xi = spin_orbit_function(slope)
    valence = valence * np.sign(valence[np.argmin(abs(r - 5.0))])
    return valence, xi, (xi * valence**2) @ weight, -v_sum / t_sum


# hydrogenic checks: 1s kinetic energy, and the zeta integral for p and d
c_1s = radial_states(0, -53 / r)[:, 0]
assert abs(c_1s @ kinetic[0] @ c_1s / (53**2 / 2) - 1) < 2e-4
for n_q, l in ((2, 1), (3, 2)):
    Zh = 20
    uh = radial_states(l, -Zh / r)[:, 0] @ basis[l]
    numeric = (spin_orbit_function(Zh / r**2) * uh**2) @ weight
    closed = fine_structure**2 * Zh**4 / (2 * n_q**3 * l * (l + .5) * (l + 1))
    assert abs(numeric / closed - 1) < 2e-3

setups = {
    "Co": (27, {0: [2] * 4, 1: [6, 6], 2: [7]}, 2),
    "Cl": (17, {0: [2] * 3, 1: [6, 5]}, 1),
    "Br": (35, {0: [2] * 4, 1: [6, 6, 5], 2: [10]}, 1),
    "I": (53, {0: [2] * 5, 1: [6, 6, 6, 5], 2: [10, 10]}, 1),
}
atoms = {name: solve_atom(*data) for name, data in setups.items()}
for data in atoms.values():
    assert abs(data[3] - 2) < 2e-4          # virial theorem
zeta = {name: data[2] * EV for name, data in atoms.items()}
assert zeta["Cl"] < zeta["Br"] < zeta["I"]

# ---------- phases and two-centre integrals for one M-X pair ----------
cosines, cos_weights = np.polynomial.legendre.leggauss(80)


def pair_integrals(u_d, u_p, distance, centre, factor):
    """<d|factor|p> for inward (sigma) and tangential (pi) ligand p.
    The metal is at z=0, the ligand at z=distance; factor depends on the
    distance from the chosen centre, where the grid is centred."""
    origin = 0.0 if centre == "metal" else distance
    z_m = r[:, None] * cosines + origin
    z_l = z_m - distance
    rho2 = r[:, None] ** 2 * (1 - cosines**2)
    r_m, r_l = np.sqrt(rho2 + z_m**2), np.sqrt(rho2 + z_l**2)
    product = (np.interp(r_m, r, u_d / r, right=0)
               * np.interp(r_l, r, u_p / r, right=0))
    volume = (weight * r * r * factor)[:, None] * cos_weights
    common = product * volume * np.sqrt(3 / (4 * np.pi)) / (r_m**2 * r_l)
    sig = -2 * np.pi * np.sqrt(5 / (16 * np.pi)) * np.sum(
        common * (3 * z_m**2 - r_m**2) * z_l)
    pi_ = np.pi * np.sqrt(15 / (4 * np.pi)) * np.sum(common * rho2 * z_m)
    return np.array([sig, pi_])


distance = 5.0
one = np.ones_like(r)
u_co, xi_co = atoms["Co"][:2]
pair_overlap, tail_metal, tail_ligand = {}, {}, {}
for name in ("Cl", "Br", "I"):
    u_x, xi_x = atoms[name][:2]
    s_m = pair_integrals(u_co, u_x, distance, "metal", one)
    s_l = pair_integrals(u_co, u_x, distance, "ligand", one)
    assert np.allclose(s_m, s_l, atol=1e-3)
    assert np.all(s_m > 0)                  # both channels are in phase
    pair_overlap[name] = s_m
    tail_metal[name] = np.max(abs(pair_integrals(
        u_co, u_x, distance, "metal", xi_co))) / atoms["Co"][2]
    tail_ligand[name] = np.max(abs(pair_integrals(
        u_co, u_x, distance, "ligand", xi_x))) / atoms[name][2]
    assert tail_metal[name] < 0.05 and tail_ligand[name] < 0.05

# ---------- complete d + ligand-p model with spin ----------
# a d orbital is the quadratic form r.Q.r with Tr(QQ)=1
Q = np.zeros((5, 3, 3))
for i, (a, b) in enumerate(((1, 2), (0, 2), (0, 1))):   # yz, xz, xy
    Q[i, a, b] = Q[i, b, a] = 1 / np.sqrt(2)
Q[3] = np.diag([1, -1, 0]) / np.sqrt(2)
Q[4] = np.diag([-1, -1, 2]) / np.sqrt(6)
p_l = np.zeros((3, 3, 3), complex)          # p_l[k] is l_k in (x, y, z)
for k in range(3):
    a, b = (k + 1) % 3, (k + 2) % 3
    p_l[k, a, b], p_l[k, b, a] = -1j, 1j
d_l = np.array([[[np.trace(Q[i] @ (m @ Q[j] - Q[j] @ m)) for j in range(5)]
                 for i in range(5)] for m in p_l])
assert np.allclose(sum(m @ m for m in d_l), 6 * np.eye(5))
spin = 0.5 * np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]],
                       [[1, 0], [0, -1]]])
tetra = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1],
                  [-1, -1, 1]]) / np.sqrt(3)
octa = np.vstack([np.eye(3), -np.eye(3)])


def ligand_partners(directions):
    """Unnormalized in-phase sigma and pi partners of each d orbital."""
    sig, pi_ = [], []
    for q in Q:
        radial = np.einsum("ai,ij,aj->a", directions, q, directions)[:, None]
        sig.append((-np.sqrt(1.5) * radial * directions).ravel())
        pi_.append((np.sqrt(2) * (directions @ q
                                  - radial * directions)).ravel())
    return np.array(sig), np.array(pi_)


def doublet_minus_quartet(directions, gap, t_s, t_p, z_d, z_l, level):
    """Splitting of the six spin orbitals nearest to the given level."""
    sig, pi_ = ligand_partners(directions)
    n_lig = len(directions)
    size = 5 + 3 * n_lig
    h = np.zeros((size, size))
    h[:5, :5] = gap * np.eye(5)
    h[:5, 5:] = -(t_s * sig + t_p * pi_)
    h[5:, :5] = h[:5, 5:].T
    full = np.kron(h, np.eye(2)).astype(complex)
    for k in range(3):
        lk = np.zeros((size, size), complex)
        lk[:5, :5] = z_d * d_l[k]
        lk[5:, 5:] = z_l * np.kron(np.eye(n_lig), p_l[k])
        full += np.kron(lk, spin[k])
    e = np.linalg.eigvalsh(full)
    e = np.sort(e[np.argsort(abs(e - level))[:6]])
    if e[2] - e[1] > e[4] - e[3]:
        return e[:2].mean() - e[2:].mean()
    return e[4:].mean() - e[:4].mean()


# angular factors relative to a p shell, from the explicit combinations
def factor(left, right, n_lig):
    lz = np.kron(np.eye(n_lig), p_l[2])
    value = (left[0] @ lz @ right[1]) / (-1j)
    value /= np.linalg.norm(left[0]) * np.linalg.norm(right[1])
    return value.real


sig_t, pi_t = ligand_partners(tetra)
sig_o, pi_o = ligand_partners(octa)
d_factor = (d_l[2][0, 1] / (-1j)).real
f_ss, f_sp, f_pp = (factor(sig_t, sig_t, 4), factor(sig_t, pi_t, 4),
                    factor(pi_t, pi_t, 4))
f_oct = factor(pi_o, pi_o, 6)
assert np.allclose([d_factor, f_ss, f_sp, f_pp, f_oct],
                   [-1, 0, 1 / np.sqrt(2), 0.5, -0.5])
extremes = np.linalg.eigvalsh([[f_ss, f_sp], [f_sp, f_pp]])
assert np.allclose(extremes, [-0.5, 1])     # the V and U combinations
signs = np.sign(tetra)
U = np.array([np.tile(row, 4) / 2 for row in np.eye(3)])
V = np.zeros((3, 4, 3))
for i in range(3):
    a, b = (i + 1) % 3, (i + 2) % 3
    V[i, :, a], V[i, :, b] = signs[:, b] / np.sqrt(8), signs[:, a] / np.sqrt(8)
V = V.reshape(3, 12)
assert np.allclose([factor(U, U, 4), factor(V, V, 4), factor(U, V, 4)],
                   [1, -0.5, 0])
assert np.allclose(sig_t[:3] / np.linalg.norm(sig_t[0]),
                   -(U / np.sqrt(3) + np.sqrt(2 / 3) * V))
assert np.allclose(pi_t[:3] / np.linalg.norm(pi_t[0]),
                   -(np.sqrt(2 / 3) * U - V / np.sqrt(3)))


def tetra_mixing(gap, t_s, t_p):
    v_s, v_p = 2 * t_s / np.sqrt(3), 2 * np.sqrt(2) * t_p / 3
    x = gap / 2 + np.sqrt(gap**2 / 4 + v_s**2 + v_p**2)
    return v_s, v_p, x, v_s / x, v_p / x


def tetra_zeta(ls, lp, z_d, z_l):
    bracket = np.sqrt(2) * ls * lp + lp**2 / 2
    return (z_d - bracket * z_l) / (1 + ls**2 + lp**2)


gap, t_sigma, t_pi = 2.0, 1.5, 0.7
v_s, v_p, level, lam_s, lam_p = tetra_mixing(gap, t_sigma, t_pi)
B = np.sqrt(2) * lam_s * lam_p + lam_p**2 / 2
N2 = 1 / (1 + lam_s**2 + lam_p**2)
level_o = gap / 2 + np.sqrt(gap**2 / 4 + 4 * t_pi**2)
lam_o = 2 * t_pi / level_o
N2_o = 1 / (1 + lam_o**2)
_, _, level_f, ls_f, lp_f = tetra_mixing(gap, t_sigma, -t_pi)

small = 1e-4        # scaling that leaves only the first-order splitting
tolerance = 1e-4    # eV; second order contributes about small * 0.1 eV
rows = {}
for name in ("Cl", "Br", "I"):
    zd, zl = zeta["Co"], zeta[name]
    first = tetra_zeta(lam_s, lam_p, zd, zl)
    numeric = doublet_minus_quartet(tetra, gap, t_sigma, t_pi, small * zd,
                                    small * zl, level) / small
    assert abs(numeric - 1.5 * first) < tolerance
    flipped = tetra_zeta(ls_f, lp_f, zd, zl)
    numeric_f = doublet_minus_quartet(tetra, gap, t_sigma, -t_pi, small * zd,
                                      small * zl, level_f) / small
    assert abs(numeric_f - 1.5 * flipped) < tolerance
    octahedral = N2_o * (zd + lam_o**2 * zl / 2)
    numeric_o = doublet_minus_quartet(octa, gap, t_sigma, t_pi, small * zd,
                                      small * zl, level_o) / small
    assert abs(numeric_o - 1.5 * octahedral) < tolerance
    complete = doublet_minus_quartet(tetra, gap, t_sigma, t_pi, zd, zl, level)
    rows[name] = (first, numeric, complete, flipped, octahedral)

# exact first-order cancellation at the critical ligand constant
critical = zeta["Co"] / B
at_critical = doublet_minus_quartet(tetra, gap, t_sigma, t_pi,
                                    small * zeta["Co"], small * critical,
                                    level) / small
assert abs(at_critical) < tolerance
assert rows["Cl"][0] > 0 > rows["I"][0]
assert rows["Cl"][2] > 0 > rows["I"][2]     # reversal survives all orders
assert all(row[3] > 0 and row[4] > 0 for row in rows.values())

print("Free-atom constants, exchange-only LDA")
for name, shell in (("Co", "3d"), ("Cl", "3p"), ("Br", "4p"), ("I", "5p")):
    print(f"zeta {name} {shell} = {zeta[name]:.4f} eV;"
          f" virial ratio -V/T = {atoms[name][3]:.6f}")
print(f"Pair distance for overlap test = {distance:.1f} bohr")
for name in rows:
    print(f"Co-{name} overlap: sigma {pair_overlap[name][0]:.4f},"
          f" pi {pair_overlap[name][1]:.4f}")
    print(f"  largest two-centre/one-centre ratio: metal"
          f" {tail_metal[name]:.5f}, ligand {tail_ligand[name]:.5f}")
print(f"Angular factors: d {d_factor:.4f}, sigma-sigma {abs(f_ss):.4f},"
      f" sigma-pi {f_sp:.4f}, pi-pi {f_pp:.4f}")
print(f"Octahedral pi-pi factor = {f_oct:.4f}")
print(f"Model: gap {gap:.1f} eV, t_sigma {t_sigma:.1f} eV,"
      f" t_pi {t_pi:.1f} eV")
print(f"V_sigma = {v_s:.4f} eV, V_pi = {v_p:.4f} eV")
print(f"t2* energy above ligand level = {level:.4f} eV")
print(f"lambda_sigma = {lam_s:.4f}, lambda_pi = {lam_p:.4f}")
print(f"N^2 (metal weight) = {N2:.4f}, ligand weight = {1 - N2:.4f}")
print(f"B = {B:.4f}: cross term {np.sqrt(2) * lam_s * lam_p:.4f},"
      f" pi term {lam_p**2 / 2:.4f}")
print(f"Critical ligand constant zeta_d/B = {critical:.4f} eV")
print(f"Octahedron: lambda_pi = {lam_o:.4f}, N^2 = {N2_o:.4f}")
for name, (first, numeric, complete, flipped, octahedral) in rows.items():
    print(f"{name}: metal term {N2 * zeta['Co']:.4f} eV,"
          f" ligand term {-N2 * B * zeta[name]:.4f} eV")
    print(f"  zeta_eff tetrahedral = {first:.4f} eV")
    print(f"  doublet-quartet: formula {1.5 * first:.4f} eV,"
          f" weak-coupling diagonalization {numeric:.4f} eV")
    print(f"  doublet-quartet at full coupling = {complete:.4f} eV")
    print(f"  zeta_eff with pi phase reversed = {flipped:.4f} eV")
    print(f"  zeta_eff octahedral t2g* = {octahedral:.4f} eV")
print("done: every assertion held")
```

It prints:

```
Free-atom constants, exchange-only LDA
zeta Co 3d = 0.0778 eV; virial ratio -V/T = 2.000001
zeta Cl 3p = 0.0826 eV; virial ratio -V/T = 2.000000
zeta Br 4p = 0.3209 eV; virial ratio -V/T = 2.000001
zeta I 5p = 0.6112 eV; virial ratio -V/T = 2.000003
Pair distance for overlap test = 5.0 bohr
Co-Cl overlap: sigma 0.0641, pi 0.0384
  largest two-centre/one-centre ratio: metal 0.00066, ligand 0.00025
Co-Br overlap: sigma 0.0700, pi 0.0450
  largest two-centre/one-centre ratio: metal 0.00079, ligand 0.00018
Co-I overlap: sigma 0.0740, pi 0.0539
  largest two-centre/one-centre ratio: metal 0.00098, ligand 0.00006
Angular factors: d -1.0000, sigma-sigma 0.0000, sigma-pi 0.7071, pi-pi 0.5000
Octahedral pi-pi factor = -0.5000
Model: gap 2.0 eV, t_sigma 1.5 eV, t_pi 0.7 eV
V_sigma = 1.7321 eV, V_pi = 0.6600 eV
t2* energy above ligand level = 3.1061 eV
lambda_sigma = 0.5576, lambda_pi = 0.2125
N^2 (metal weight) = 0.7374, ligand weight = 0.2626
B = 0.1901: cross term 0.1676, pi term 0.0226
Critical ligand constant zeta_d/B = 0.4093 eV
Octahedron: lambda_pi = 0.5146, N^2 = 0.7906
Cl: metal term 0.0574 eV, ligand term -0.0116 eV
  zeta_eff tetrahedral = 0.0458 eV
  doublet-quartet: formula 0.0687 eV, weak-coupling diagonalization 0.0687 eV
  doublet-quartet at full coupling = 0.0606 eV
  zeta_eff with pi phase reversed = 0.0662 eV
  zeta_eff octahedral t2g* = 0.0702 eV
Br: metal term 0.0574 eV, ligand term -0.0450 eV
  zeta_eff tetrahedral = 0.0124 eV
  doublet-quartet: formula 0.0186 eV, weak-coupling diagonalization 0.0186 eV
  doublet-quartet at full coupling = 0.0165 eV
  zeta_eff with pi phase reversed = 0.0917 eV
  zeta_eff octahedral t2g* = 0.0951 eV
I: metal term 0.0574 eV, ligand term -0.0857 eV
  zeta_eff tetrahedral = -0.0283 eV
  doublet-quartet: formula -0.0425 eV, weak-coupling diagonalization -0.0425 eV
  doublet-quartet at full coupling = -0.0353 eV
  zeta_eff with pi phase reversed = 0.1227 eV
  zeta_eff octahedral t2g* = 0.1255 eV
done: every assertion held
```
